# Charging of an oxide film by argon ions in directional etching

## Problem

A silicon dioxide film of thickness $d=1000$ nm and relative permittivity $\varepsilon_r=3.9$ covers an n-type silicon wafer. A direct contact holds the back of the wafer at a fixed potential. Singly charged argon ions strike the film with the constant flux $\Gamma=10^{19}\ \mathrm{m^{-2}\,s^{-1}}$ ($10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$). They come from a steady plasma of electron temperature $T_e=3$ V, where $T_e$ stands for the thermal energy divided by $e$. At $t=0$ the film is uncharged and its surface lies $U_0=100$ V below the plasma.

1. How long does the film take to charge by 50 V if no electrons reach it?
2. What does the charging curve become when plasma electrons are admitted, and when is the answer to question 1 still right?
3. The ions are to etch with a well-defined energy. How long may a pulse last if the energy may drift by 5 eV, and can a changing bias remove the drift?
4. Which neglected effects change the time most?

**Conventions.** $V$ is the surface potential minus the potential at the bottom of the oxide. $U$ is the potential at the plasma edge of the sheath minus the surface potential, so a positive $U$ pulls ions in and holds electrons back. Each ion takes one electron from the surface as it is neutralised, which leaves a charge $+e$ there. Film and flux are uniform along the surface, so the problem is one-dimensional.

## First estimate by scaling

The charge per area that goes with a voltage $V$ across a dielectric of thickness $d$ can only be of order $\varepsilon_0\varepsilon_rV/d$. The ions deliver charge at the rate $e\Gamma$. The time is the ratio,

$$t\sim\frac{\varepsilon_0\varepsilon_r V}{e\Gamma d}. \tag{1}$$

With $\varepsilon_0\varepsilon_r/d=3.453\times10^{-5}\ \mathrm{F/m^2}$ and $e\Gamma=1.602\ \mathrm{A/m^2}$,

$$t\sim\frac{3.453\times10^{-5}\times 50}{1.602}\ \mathrm{s}\approx 1.1\ \mathrm{ms}.$$

Scaling leaves the numerical prefactor open. It also says nothing about electrons, except that they bring in a second voltage scale. Their number at the surface falls by a factor $\mathrm e$ for each $T_e=3$ V of retarding potential, so they should matter only when $U$ has dropped to a few times $T_e$. The initial 100 V is far above that.

## Exact solution

### Charge and film voltage

Apply Gauss's law to a thin box around the surface. Let $E_s$ be the sheath field just above it, pointing down towards the film. The field in the oxide, which holds no charge of its own, is uniform and points down with magnitude $V/d$. The flux of $\varepsilon E$ leaving the box below, minus the flux entering above, equals the surface charge:

$$\sigma=\frac{\varepsilon_0\varepsilon_r}{d}V-\varepsilon_0E_s . \tag{2}$$

The last term is the charge tied to the sheath. Only its change during the charging affects the time; for a 50 V rise this change is found below to be less than one part in $10^4$ of $C'V$. Dropping it gives

$$\sigma=C'V,\qquad C'=\frac{\varepsilon_0\varepsilon_r}{d}=3.453\ \mathrm{nF/cm^2}.$$

Without electrons, charge conservation reads $d\sigma/dt=e\Gamma$. Since $\Gamma$ is constant and $V(0)=0$,

$$V(t)=\frac{e\Gamma}{C'}t,\qquad t_V=\frac{C'V}{e\Gamma}. \tag{3}$$

The prefactor in (1) is therefore one. The charging rate is 46.40 V/ms, and 50 V takes $50/46.40=1.078$ ms. This answers question 1.

The ion dose delivered by then is $1.078\times10^{12}\ \mathrm{cm^{-2}}$, about one ion per thousand surface sites if there are $10^{15}$ sites per cm². The oxide field is 0.50 MV/cm. Writing $V=Ed$ in (3) gives $t=\varepsilon_0\varepsilon_rE/(e\Gamma)$: the time to a given field does not depend on thickness, whereas the time to a given voltage is inversely proportional to it.

### Electron flux

Ions enter the sheath at the Bohm speed, so that

$$\Gamma=n_s\sqrt{\frac{eT_e}{M}},$$

where $n_s$ is the density at the sheath edge and $M$ the ion mass. The speed is 2.69 km/s, hence $n_s=3.7\times10^{9}\ \mathrm{cm^{-3}}$. The flux does not contain $U$; this is why it stays nearly constant while the surface charges (the small effect of the moving sheath edge is sized below).

Take the electrons at the sheath edge as Maxwellian with the same density $n_s$. An electron of mass $m$ reaches the surface if its velocity towards it exceeds $v_m=\sqrt{2eU/m}$. The electron flux is

$$\Gamma_e=n_s\sqrt{\frac{m}{2\pi eT_e}}\int_{v_m}^{\infty}v\,e^{-mv^2/2eT_e}\,dv .$$

The integrand is the derivative of $-(eT_e/m)e^{-mv^2/2eT_e}$, so

$$\Gamma_e=n_s\sqrt{\frac{eT_e}{2\pi m}}\;e^{-U/T_e}.$$

Dividing by $\Gamma$ gives

$$\frac{\Gamma_e}{\Gamma}=\sqrt{\frac{M}{2\pi m}}\,e^{-U/T_e}=e^{(V_f-U)/T_e},\qquad V_f=\frac{T_e}{2}\ln\frac{M}{2\pi m}. \tag{4}$$

At the floating drop $U=V_f$ the two fluxes are equal and charging stops. For argon at 3 V, $V_f=14.04$ V. The Maxwellian form neglects the electrons missing from the returning half of the distribution, which is justified while $U$ is several times $T_e$.

### The full charging law

The back contact and the plasma are steady, so a rise of the surface lowers the sheath drop by the same amount: $U=U_0-V$. Charge conservation with both species is

$$C'\frac{dU}{dt}=-e\Gamma\left[1-e^{(V_f-U)/T_e}\right]. \tag{5}$$

Define $y=e^{(U-V_f)/T_e}$. Then the bracket is $1-1/y$, and $dy/dt=(y/T_e)\,dU/dt$. Inserting (5),

$$\frac{dy}{dt}=-\frac{e\Gamma}{C'T_e}\,y\left(1-\frac1y\right)=-\frac{y-1}{\tau},\qquad \tau=\frac{C'T_e}{e\Gamma}.$$

The equation is linear, with solution $y-1=(y_0-1)e^{-t/\tau}$ and $y_0=e^{(U_0-V_f)/T_e}$. Since $U=V_f+T_e\ln y$,

$$V(t)=U_0-V_f-T_e\ln\!\left[1+(y_0-1)e^{-t/\tau}\right]. \tag{6}$$

The time $\tau=0.0647$ ms is the time in which ions alone charge the film by $T_e$.

While $y_0e^{-t/\tau}\gg1$, the logarithm is close to $(U_0-V_f)/T_e-t/\tau$, and (6) reduces to $V=T_et/\tau=e\Gamma t/C'$, the linear law (3). At late times the logarithm vanishes and

$$V_\infty=U_0-V_f=85.96\ \mathrm V. \tag{7}$$

Direct numerical integration of (5) from the 100 V start agreed with (6) within $10^{-5}$ V at twenty times from 0.2 to 4 ms.

## Comparison of estimate and solution

Solve (6) for the time to reach $V$. With $y_V=e^{(U_0-V-V_f)/T_e}$,

$$t=\tau\ln\frac{y_0-1}{y_V-1}
=\tau\left[\frac{V}{T_e}+\ln\!\left(1-\frac1{y_0}\right)-\ln\!\left(1-\frac1{y_V}\right)\right].$$

The first term is $C'V/(e\Gamma)$. For large $y_0\gg y_V\gg1$ the rest is about $\tau/y_V$, so the delay relative to the linear result is $(T_e/V)/y_V$. Here $1/y_V$ is the electron-to-ion flux ratio at the end of the rise, $6.2\times10^{-6}$. The relative delay is $(3/50)\times6.2\times10^{-6}\approx4\times10^{-7}$. Neglecting electrons is thus a property of this sheath, and needs no artificial removal of electrons from the plasma.

The agreement does not last:

| Time (ms) | Linear law (V) | With electrons (V) |
|---|---|---|
| 0.5 | 23.20 | 23.20 |
| 1.0 | 46.40 | 46.40 |
| 1.5 | 69.60 | 69.58 |
| 2.0 | 92.80 | 85.67 |
| 3.0 | 139.2 | 85.96 |

The linear law meets the final value at $85.96/46.40\approx1.85$ ms. There $(y_0-1)e^{-t/\tau}\approx1$, and (6) lies $T_e\ln2\approx2.1$ V below it. The bend is a few $\tau$ wide.

By (7), a rise of 50 V requires $U_0>V_f+50\ \mathrm V=64.04$ V. A start at 60 V ends at 45.96 V and never reaches 50 V, although (3) would still promise it in 1.078 ms. The answer to question 2 is therefore that (3) holds as long as the remaining drop $U_0-V$ stays several $T_e$ above $V_f$.

## Ion energy during etching

An ion that crosses the sheath without collision hits the surface with energy about $eU$; the energy $eT_e/2=1.5$ eV it has on entry is left out. As the film charges by 50 V, the impact energy falls from 100 to 50 eV. A drift of 5 eV is used up in

$$t_p=\frac{5}{46.40}\ \mathrm{ms}=0.108\ \mathrm{ms}.$$

One such pulse delivers about $1.08\times10^{11}$ ions per cm². To supply one ion per surface site, with $10^{15}$ sites per cm², takes about 9300 pulses, or 1 s of ion exposure in total.

The charge must be removed between pulses. Suppose the back contact is raised so that an uncharged surface would sit at the floating drop. The 5 V left on the film then makes $U=V_f-5$ V, and (4) gives an electron flux $e^{5/3}\approx5.3$ times the ion flux. The solution for $y$ found above applies with the starting drop $V_f-5$ V, so $y_0=e^{-5/3}=0.189$. After $3\tau\approx0.19$ ms,

$$U-V_f=T_e\ln\left[1-0.811\,e^{-3}\right]\approx-0.12\ \mathrm V .$$

The film is neutral to about 0.1 V. Neutralising the film this closely takes longer than the pulse itself.

A changing bias can instead hold the energy constant. If the back potential is $V_b(t)$, the surface potential is $V_b+V$, and with electrons negligible

$$\frac{dU}{dt}=-\frac{dV_b}{dt}-\frac{e\Gamma}{C'} .$$

This vanishes for $dV_b/dt=-e\Gamma/C'=-46.40$ V/ms. Numerical integration with this ramp gave a sheath drop of 100.000 V after 1 ms, while the film voltage had grown to 46.40 V. This leaves out the drop in the silicon (see below), which lowers the sheath drop by about 0.2 V. A ramp that matches the actual charging rate fixes the ion energy and leaves the charging untouched. If the charging stayed linear, an assumed breakdown field of 10 MV/cm, a rough value for good oxide, would be reached at 1000 V, after 21.6 ms. The ramp must be reset, and the film neutralised, well before then, since tunnelling (see below) can end the linear rise earlier.

## Sizes of the neglected effects

### Sheath

To find $E_s$, let ions start from rest at the sheath edge and let $D(x)$ be the potential drop at distance $x$ from it. The ion speed is $\sqrt{2eD/M}$, so the charge density is $e\Gamma\sqrt{M/2eD}$. Electrons are left out. Poisson's equation is

$$D''=\frac{e\Gamma}{\varepsilon_0}\sqrt{\frac{M}{2eD}} .$$

Multiply by $D'$ and integrate from the edge, where $D=D'=0$:

$$\frac{D'^2}{2}=\frac{2e\Gamma}{\varepsilon_0}\sqrt{\frac{MD}{2e}},\qquad
D'=kD^{1/4},\quad k=2\sqrt{\frac{e\Gamma}{\varepsilon_0}}\left(\frac{M}{2e}\right)^{1/4}.$$

At the wall $E_s=kU^{1/4}$. The thickness is $s=\int_0^U dD/D'=4U^{3/4}/(3k)=4U/(3E_s)$. At 100 V this gives $E_s=0.574$ kV/cm and $s=2.32$ mm. These are estimates: the electrons near the edge and the ions' entry speed, both left out, make the real sheath thicker, by about 20 % to a factor of two depending on where its edge is placed, and the wall field about 10 % weaker.

When $U$ is halved, $E_s$ falls by the factor $2^{-1/4}$, that is by 16 %. By (2), the ions must supply the extra charge $\varepsilon_0\,\Delta E_s$, which is $4.7\times10^{-5}$ of $C'V$. With the flux at the film fixed, the time is longer by the same fraction. If instead the Bohm flux supplied by the plasma is fixed, a larger effect appears: since $s\propto U^{3/4}$, the sheath shrinks from 2.32 to 1.38 mm, and the space it gives up fills with ions at about the density $n_s$. These ions, about $3\times10^{-4}$ of the dose, do not reach the film. Both effects are negligible for direct contact.

Integrating $D'=kD^{1/4}$ gives $D\propto x^{4/3}$, so the ion speed is $v_w(x/s)^{2/3}$, with $v_w$ the impact speed. The transit time is $\int_0^s dx/v=3s/v_w=0.32$ µs. In the thicker real sheath it can be longer but stays below about 1 µs. The sheath thus follows the slow charging as a sequence of steady states.

### Secondary electrons

An electron ejected by an ion leaves another positive charge behind. With $\gamma$ electrons per ion the charging current is $(1+\gamma)e\Gamma$, and (3) is divided by $1+\gamma$. For an assumed $\gamma=0.1$ the time becomes 0.980 ms, 9 % shorter. With the n-type wafer and direct contact of the problem, this is the largest correction among those sized here. It also affects the ramp that holds the ion energy constant, which must be steeper by the factor $1+\gamma$. With $\gamma=0.1$ and the ramp left at 46.40 V/ms, the energy would fall by about 4.6 eV in 1 ms.

### Leakage and tunnelling

For a resistivity $\rho$ the leakage current density is $V/(\rho d)$, so

$$\frac{dV}{dt}=\frac{e\Gamma}{C'}-\frac{V}{\tau_L},\qquad \tau_L=\rho dC'=\rho\varepsilon_0\varepsilon_r .$$

The solution $V=(e\Gamma\tau_L/C')(1-e^{-t/\tau_L})$ inverts to

$$t=-\tau_L\ln\left(1-\frac{C'V}{e\Gamma\tau_L}\right)\approx t_V\left(1+\frac{t_V}{2\tau_L}\right).$$

With an assumed $10^{14}$ Ω cm, $\tau_L=34.5$ s and the relative change is $1.6\times10^{-5}$. Ultraviolet light from the plasma could raise the conductivity; that is not modelled.

Electrons could also tunnel from the silicon towards the positive surface. With barrier $\phi$, tunnelling mass $m^*$ and field $E$, the barrier at depth $x$ is $\phi-eEx$ and ends at $x_t=\phi/(eE)$. The WKB exponent is

$$\frac{2}{\hbar}\int_0^{x_t}\!\sqrt{2m^*(\phi-eEx)}\,dx=\frac{2\sqrt{2m^*\phi}}{\hbar}\cdot\frac{2x_t}{3}=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eE}.$$

For $\phi=3.1$ eV, $m^*=0.42\,m$ and the field of 0.50 MV/cm reached at 50 V it is 483, a transmission of about $10^{-210}$. Tunnelling through a defect-free barrier plays no part in the 50 V rise. The exponent varies as $1/E$, however, and is only about 24 at 10 MV/cm, so tunnelling cannot be neglected if a long ramp brings the film near breakdown. The tunnel current can then match the ion current and stop the charging, and a ramp that continued would raise the ion energy.

### The silicon

The positive surface charge $\sigma$ is balanced by an equal negative charge in the silicon. In n-type material with donor density $N$, electrons gather at the interface with density $Ne^{u}$, where $u$ is the local potential in units of $k_BT/e$. Integrating Poisson's equation once, as for the sheath, gives

$$\frac{\sigma^2}{2\varepsilon_{\rm Si}k_BTN}=e^{u_s}-1-u_s,$$

with $u_s$ the value at the interface. For large $u_s$ the drop is $(k_BT/e)\ln[\sigma^2/(2\varepsilon_{\rm Si}k_BTN)]$. At $N=10^{15}\ \mathrm{cm^{-3}}$ and 300 K it is 0.21 V, or 0.4 % of 50 V. Because it grows only logarithmically with the charge, it weighs more at small voltages: at 5 V on the film it is about 0.1 V, which shortens the 5 eV pulse by about 2 %, to 0.106 ms. It also lowers the final oxide voltage from 85.96 V to about 85.7 V.

Lightly doped p-type silicon behaves differently. Holes are pushed away, and if no electrons are generated the negative charge consists of fixed acceptors to a depth $W=\sigma/(eN)$. The field falls linearly from $\sigma/\varepsilon_{\rm Si}$ to zero, so the drop is

$$\frac12\,\frac{\sigma}{\varepsilon_{\rm Si}}\,W=\frac{\sigma^2}{2\varepsilon_{\rm Si}eN}.$$

At the same doping and the charge that puts 50 V on the oxide, $W=10.8$ µm and the silicon takes another 89.8 V. The sum of 139.8 V exceeds the 85.96 V at which electrons stop the rise, so this state is not reached from the 100 V start. A total of 50 V over oxide and silicon is reached after 0.558 ms. This is the dark limit; electrons generated by heat or plasma light reduce the drop.

### The real wafer mount

The chosen flux and electron temperature are rough typical values for a low-pressure argon plasma, such as that of the ion step in atomic layer etching of oxide. A blanket film of 1 µm is thick for that use, and 100 eV is high where the ions should remove only a modified layer. At an assumed 5 mTorr and collision cross section of $10^{-14}\ \mathrm{cm^2}$, about 69 % of the ions would cross a sheath of 2.32 mm without collision; the real sheath is thicker, which lowers the share, while the cross section for ions of tens of eV is nearer half the assumed value, which raises it, so the share is known only roughly, between about 50 and 80 %. Ions that collide arrive with less energy, but the charge delivered is unchanged.

The direct contact is an assumption to check on a real tool. On an electrostatic chuck, a dielectric separates the wafer from the biased electrode. For a 0.1 mm ceramic with relative permittivity 9, the chuck capacitance is 0.0797 nF/cm², far below that of the film. The two are in series,

$$\frac1{C_s}=\frac1{C'}+\frac1{C_{\rm ch}},$$

if the wafer has no other connection. The surface then rises by 50 V relative to the electrode in 0.0243 ms, 44 times sooner than with direct contact. Most of this voltage lies across the chuck: the oxide's share is $C_s/C'=0.0243/1.078$, or 2.3 %. Since electrons stop the total rise at 85.96 V, the oxide gets no more than about 1.9 V from this bias step. The 1.1 ms therefore describes a wafer whose body is really held; on such a chuck the charging rate, and with it the ramp, must be computed with $C_s$ in place of $C'$. A 5 eV pulse then lasts only about 2.4 µs, and the sheath is no longer negligible: expanding it from the floating drop to 100 V at each bias step sends extra ions to the surface and changes the wall field, which together shift the surface by about 1.7 V, so the usable pulse is shorter still.

The main values used here are listed in the numerical output below.

## Table of computed values

```
Ion flux: 1.0e+19 m^-2 s^-1 = 1.0e+15 cm^-2 s^-1
Oxide thickness: 1000 nm; relative permittivity: 3.9
Ion current density: 0.1602 mA/cm2
Film capacitance: 3.453 nF/cm2
Charging rate: 46.40 V/ms
Time to 50 V: 1.078 ms
Surface charge at 50 V: 0.1727 uC/cm2
Ion dose at 50 V: 1.078e+12 cm^-2
Oxide field at 50 V: 0.50 MV/cm
Electron temperature: 3.0 eV
Bohm speed of argon ions: 2.692 km/s
Density at sheath edge: 3.72e+09 cm^-3
Floating drop: 14.04 V
Initial sheath drop: 100 V
Electron/ion flux ratio after 50 V rise: 6.22e-06
Relaxation time tau: 0.0647 ms
Film voltage at 0.5 ms, electrons included: 23.20 V
Film voltage at 1.0 ms, electrons included: 46.40 V
Film voltage at 1.5 ms, electrons included: 69.58 V
Film voltage at 2.0 ms, electrons included: 85.67 V
Film voltage at 3.0 ms, electrons included: 85.96 V
Final rise from 100 V start: 85.96 V
Final rise from 60 V start: 45.96 V
Least initial drop for 50 V rise: 64.04 V
Pulse length for 5 eV energy drift: 0.1078 ms
Assumed surface site density: 1.0e+15 cm^-2
Pulses for one ion per surface site: 9280
Ramp: sheath drop after 1 ms: 100.000 V
Ramp: film voltage after 1 ms: 46.40 V
Assumed breakdown field: 10 MV/cm
Ramp: time to breakdown field: 21.6 ms
Time with 0.1 secondary electrons per ion: 0.980 ms
Assumed oxide resistivity: 1e+14 ohm cm
Oxide leakage relaxation time: 34.5 s
Relative change of time by leakage: 1.6e-05
Tunnel barrier: 3.1 eV; mass ratio: 0.42
Tunnelling exponent: 483; exit depth: 62 nm
log10 of tunnelling probability: -210
Sheath thickness at start: 2.32 mm
Sheath field at wall at start: 0.574 kV/cm
Surface charge share tied to sheath change: 4.7e-05
Ion transit time through sheath: 0.317 us
Gas pressure: 5 mTorr; cross section: 1e-14 cm2
Ion free path: 6.2 mm; uncollided share: 0.69
Silicon doping: 1e+15 cm^-3; temperature: 300 K
n-type silicon, accumulation drop: 0.211 V
p-type silicon in the dark, depletion width: 10.8 um
p-type silicon in the dark, extra drop: 89.8 V
p-type silicon, peak field: 0.167 MV/cm
p-type silicon, time to 50 V in total: 0.558 ms
Chuck dielectric: 0.1 mm, permittivity 9.0
Chuck capacitance: 0.0797 nF/cm2
On chuck, time to 50 V in total: 0.0243 ms
```
